\section*{Why hydrostatic strain does not repopulate the six silicon valleys}

\section{The result}

Hydrostatic strain leaves one sixth of the conduction electrons in each of the six silicon valleys, even when it moves the band edge by several $kT$. The shift is the same for all six valleys, but that alone would not be enough, because a valley's population also depends on its density of states. Hydrostatic strain preserves the cubic symmetry, and this symmetry makes both quantities equal in all six valleys.

The claim to be refuted is this: ``If strain moves the valley energies by several $kT$, electrons must move from some valleys to others.'' A single crystal that violates it suffices. The one below is a model with round parameters. It shares with silicon the feature that matters, six equivalent minima on the cubic axes, but its numbers are not silicon data.

\section{A crystal with six valleys}

Take one orbital per site of a simple cubic lattice. Electrons hop with amplitude $A=-1.8$ eV to the neighbours along $\langle100\rangle$, $B=0.5$ eV along $\langle110\rangle$, and $C=0.1$ eV to the sites two lattice constants away along $\langle100\rangle$. Energies are measured from the atomic level, which is held fixed under strain.

Let $\phi_i=\mathbf k\cdot\mathbf a_i$ be the Bloch phase along lattice vector $\mathbf a_i$, and let $c_i=\cos\phi_i$. Each pair of opposite neighbours contributes twice the hopping times a cosine. The two diagonals in the $xy$ plane give $2B[\cos(\phi_x+\phi_y)+\cos(\phi_x-\phi_y)]=4Bc_xc_y$. Hence
\begin{equation}
E=2A\sum_i c_i+4B\sum_{i<j}c_ic_j+2C\sum_i\cos2\phi_i .
\label{band}
\end{equation}

On the $x$ axis $\phi_y=\phi_z=0$, so $c_y=c_z=1$. With $c=c_x$ and $\cos2\phi_x=2c^2-1$,
\begin{align}
E&=2A(c+2)+4B(2c+1)+2C(2c^2+1)\nonumber\\
&=4Cc^2+(2A+8B)c+4A+4B+2C .
\label{axis}
\end{align}
Setting $dE/dc=0$ gives
\begin{equation}
c_0=-\frac{A+4B}{4C}=-\frac{-1.8+2.0}{0.4}=-0.5 ,
\label{czero}
\end{equation}
that is, $\phi_0=\pm2.094$ rad. The energy there is $0.1-0.2-5.0=-5.1$ eV.

This point must also be a minimum in all directions. Since $dE/dc=0$, the curvature along the axis is $8C\sin^2\phi_0=0.6$ eV. Across the axis it is
\begin{equation}
\frac{\partial^2E}{\partial\phi_y^2}=-2A-4B(c_0+1)-8C=3.6-1.0-0.8=1.8\ \text{eV}.
\end{equation}
The mixed derivatives vanish because each contains the sine of a zero phase. All curvatures are positive, and a numerical scan of the Brillouin zone finds no lower state. The signs $\pm\phi_0$ and the three axes give six valleys.

\section{The counter-example: hydrostatic compression}

Let every length change by the factor $1+e$, with $e=-0.01$; tensile strain is positive. In this model $A$ varies with bond length as the inverse second power, and $B$ and $C$ as the inverse third power:
\begin{equation}
A'=\frac{A}{(1+e)^2},\qquad B'=\frac{B}{(1+e)^3},\qquad C'=\frac{C}{(1+e)^3}.
\end{equation}
Thus $A'=-1.8365$ eV, $B'=0.5153$ eV and $C'=0.1031$ eV. The allowed phases do not change. For a crystal with $L$ cells along each edge and periodic boundary conditions they are integer multiples of $2\pi/L$, whatever the cell size.

Equation~\eqref{band} therefore keeps its form, with primed hoppings. Completing the square in \eqref{axis}, with the hoppings kept unrounded, gives the new valley energy,
\begin{equation}
E'_{\min}=4A'+4B'+2C'-\frac{(2A'+8B')^2}{16C'}
=-5.07885-0.12245=-5.2013\ \text{eV}.
\end{equation}
All six valleys have moved down by 101.3 meV ($1.62\times10^{-20}$ J). At 300 K, where $kT=25.85$ meV, this is $3.9\,kT$.

The valleys have changed in other ways too. Equation~\eqref{czero} with primed hoppings moves them to $\phi_0=\pm2.147$ rad, and the determinant of each valley's curvature matrix grows by the factor 1.0885. Position, mass and energy all respond, yet nothing distinguishes one valley from another.

To count the electrons, assign each Bloch state to the nearest half-axis, $+x$, $-x$, $+y$ and so on, sharing states on a border equally. Equation~\eqref{band} is unchanged when two phases are exchanged or when one changes sign. These operations carry any one of the six regions into any other without changing the energies. Equilibrium occupation depends only on energy, so the regions hold equal numbers:
\begin{equation}
f_{+x}=f_{-x}=f_{+y}=f_{-y}=f_{+z}=f_{-z}=\tfrac16 .
\end{equation}
A sum over the whole zone, with hoppings computed from the strained bond vectors, gives 0.1667 for each valley. It gives the same for a degenerate electron gas whose Fermi level lies 50 meV above the strained band edge. The claim is false.

\section{Where the shift does appear}

A common shift has consequences for the chemical potential $\mu$ or for the total number of electrons. Consider Boltzmann statistics and expand the energy about valley $i$:
\begin{equation}
E\simeq E_i+\tfrac12\,\delta\boldsymbol\phi^{T}H_i\,\delta\boldsymbol\phi ,
\end{equation}
where $H_i$ is the curvature matrix. The number of electrons per cell in this valley, with a factor 2 for spin, is
\begin{align}
n_i&=2\int\frac{d^3\delta\phi}{(2\pi)^3}\,
e^{(\mu-E_i)/kT}\,e^{-\delta\boldsymbol\phi^{T}H_i\delta\boldsymbol\phi/2kT}\nonumber\\
&=\frac{2\,(2\pi kT)^{3/2}}{(2\pi)^3}\,M_i\,e^{(\mu-E_i)/kT},
\qquad M_i=\frac{1}{\sqrt{\det H_i}} .
\label{number}
\end{align}
The second line is the Gaussian integral in three dimensions. Dividing by the sum over valleys removes $\mu$ and the common prefactor:
\begin{equation}
f_i=\frac{M_ie^{-E_i/kT}}{\sum_jM_je^{-E_j/kT}} .
\label{fractions}
\end{equation}
If every $E_i$ changes by the same $\Delta E$, the factor $e^{-\Delta E/kT}$ appears in the numerator and in every term of the denominator, and cancels.

Equation~\eqref{fractions} also shows why equal energies are not sufficient. Suppose all $E_i$ were equal but the two $x$ valleys had half the $M$ of the other four. Each $x$ valley would then hold $\tfrac12/(2\cdot\tfrac12+4)=\tfrac1{10}$ of the electrons and each of the others $\tfrac15$. When the valley energies are equal, equal populations require equal densities of states as well.

Now return to the compressed crystal and keep the number of electrons per cell fixed, as when fully ionized donors supply them. By \eqref{number}, $\mu$ must follow the band edge, with a correction for the change of $M$:
\begin{equation}
\Delta\mu=\Delta E+\tfrac12kT\ln1.0885=-101.3+1.1=-100.2\ \text{meV}.
\end{equation}
The zone sum gives $-100.3$ meV; the small difference is the error of the parabolic expansion. The electrons go down with their valleys.

If instead a reservoir holds $\mu$ fixed relative to the atomic level, the electron number grows by the factor $e^{100.33/25.85}=48.5$, provided the gas remains nondegenerate. Every valley gains by this same factor. A large change in the total is compatible with no change in the fractions.

\section{The contrast: compression along one axis}

Now compress the same crystal by 1\% along $x$ alone. To first order, a bond with unit vector $\hat{\mathbf n}$ changes its length by the relative amount $\hat{\mathbf n}\cdot\varepsilon\cdot\hat{\mathbf n}$, where $\varepsilon$ is the strain tensor. For $\varepsilon_{xx}=e$ this is $e$ for bonds along $x$, $e/2$ for diagonals in the $xy$ and $xz$ planes, and zero for the rest. The hoppings on the affected bonds change by $-2Ae$ and $-3Ce$ along $x$, and by $-\tfrac32Be$ on the diagonals.

The valley also moves, but the energy is stationary at the minimum, so this displacement contributes only at second order. Inserting the hopping changes into \eqref{band} at fixed phases gives
\begin{equation}
\delta E=e\left[-4Ac_x-6Bc_x(c_y+c_z)-6C\cos2\phi_x\right].
\end{equation}
For an $x$ valley, $c_x=-0.5$, $c_y=c_z=1$ and $\cos2\phi_x=-0.5$. For a $y$ valley, $c_x=c_z=1$, $c_y=-0.5$ and $\cos2\phi_x=1$; a $z$ valley gives the same value. Therefore
\begin{align}
\delta E_x/e&=-3.6+3.0+0.3=-0.3\ \text{eV},\\
\delta E_y/e&=7.2-1.5-0.6=5.1\ \text{eV}.
\end{align}
With $e=-0.01$ the $x$ valleys rise by 3 meV and the other four fall by 51 meV. The splitting is $\Delta=E_x-E_y=54$ meV. The minima found numerically, without linearization, are split by 55.3 meV.

Neglect for the moment the small differences in $M$. With $r=e^{-\Delta/kT}=e^{-54/25.85}=0.124$, equation~\eqref{fractions} gives
\begin{equation}
f_x=\frac{r}{2r+4}=0.029,\qquad f_y=f_z=\frac{1}{2r+4}=0.235
\label{uniaxial}
\end{equation}
per valley. The zone sum gives 0.028 and 0.236. The two $x$ valleys together have dropped from one third of the electrons to 5.5\%, which is about one sixth of their original population.

The hydrostatic shift of 101 meV repopulated nothing, whereas a splitting of 55 meV removed about five sixths of the electrons from two valleys. In a nondegenerate gas whose valleys have nearly equal densities of states, as here, what counts is the energy difference between valleys, measured against $kT$. For $|\Delta|\ll kT$, expanding \eqref{uniaxial} about $r=1$ gives $f_x\simeq\tfrac16-\Delta/(9kT)$. For $\Delta\gg kT$ the four lower valleys hold one quarter each. For a large splitting of the opposite sign, the two $x$ valleys hold one half each. Silicon has this opposite sign: compression along $x$ lowers its $x$ valleys relative to the other four, so they gain electrons.

\section{The general statement and its proof}

\textbf{Statement.} Let a crystal with cubic symmetry have six equivalent conduction valleys on its cubic axes. If a uniform hydrostatic strain leaves that symmetry intact, then in equilibrium the six valleys hold equal numbers of electrons, for any size of strain at which six separate valleys remain. (In the model $c_0=-0.5+4.5e$, so beyond $e=-1/9$ the two valleys on each axis have merged at the zone face and only three remain.)

\textbf{Proof.} Hydrostatic strain multiplies all lattice vectors by one factor. A cubic rotation $g$ that was a symmetry before the strain is still one afterwards. In silicon some rotations are symmetries only when combined with a shift by a fraction of a lattice vector. Neither the rotation nor the shift is then a symmetry by itself, but the combined operation is, and it remains one under hydrostatic strain because the shift scales with the lattice. It turns a Bloch state at $\mathbf k$ into a Bloch state at $g\mathbf k$ with the same energy. In either case the strained bands obey
\begin{equation}
E'(g\mathbf k)=E'(\mathbf k).
\label{symmetry}
\end{equation}
Let $\Omega_i$ be the part of the Brillouin zone nearest to half-axis $i$, and let $F(E)$ be the equilibrium occupation. Choose $g$ to carry half-axis $i$ into half-axis $j$, so that it carries $\Omega_i$ into $\Omega_j$. Substituting $\mathbf k'=g\mathbf k$, which preserves volume, and using \eqref{symmetry},
\begin{equation}
N_j\propto\int_{\Omega_j}F\bigl(E'(\mathbf k')\bigr)\,d^3k'
=\int_{\Omega_i}F\bigl(E'(g\mathbf k)\bigr)\,d^3k
=\int_{\Omega_i}F\bigl(E'(\mathbf k)\bigr)\,d^3k\propto N_i ,
\end{equation}
with the same constant of proportionality on both sides. Cubic rotations connect all six half-axes, so all six numbers are equal. $\square$

The proof uses neither a parabolic band, nor a linear strain law, nor Boltzmann statistics. Equal energy shifts are one consequence of \eqref{symmetry}; equal densities of states are another.

\section{Which part of a strain repopulates}

For small strains symmetry also fixes the form of the energy shifts. The argument below applies to silicon and to the model, which have a quarter-turn about each cubic axis, in silicon combined with a fractional shift. Zinc-blende crystals lack this operation, but, with spin--orbit coupling neglected, the fourfold rotoinversion combined with time reversal plays the same role and the same law results. In the cubic classes $T$ and $T_h$ nothing replaces it, and strains along the two axes across a valley can then shift it by different amounts; the equal sharing under hydrostatic strain still holds. To first order, the shift of an $x$ valley is a linear combination of the components of $\varepsilon$. A half-turn about $x$ leaves the valley in place but reverses $\varepsilon_{xy}$ and $\varepsilon_{xz}$, so their coefficients must vanish. A quarter-turn about $x$, combined in silicon with its fractional shift, reverses $\varepsilon_{yz}$, which removes that term too. It also exchanges $\varepsilon_{yy}$ with $\varepsilon_{zz}$, whose coefficients must therefore be equal. The shift itself does not alter a uniform strain. Two constants remain. For a valley on axis $i$,
\begin{equation}
\delta E_i=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\varepsilon_{ii}.
\label{law}
\end{equation}
The model has $\Xi_d=5.1$ eV, the slope for strain across the valley axis, and $\Xi_u=-0.3-5.1=-5.4$ eV. Equation~\eqref{law} was tested numerically, as a first-order slope, for a strain with all six components present. The shear components drop out only at this order. At second order $\varepsilon_{yz}$ does separate the $x$ valleys from the other four, by about 3 meV in the model for $\varepsilon_{yz}=0.01$. In silicon such a shear lowers the $x$ valleys by an amount that at 1\% is not negligible against $kT$ at room temperature, so it repopulates them.

Adding and subtracting $\tfrac13\Xi_u\mathrm{Tr}\,\varepsilon$ separates the two effects:
\begin{equation}
\delta E_i=\left(\Xi_d+\tfrac13\Xi_u\right)\mathrm{Tr}\,\varepsilon
+\Xi_u\left(\varepsilon_{ii}-\tfrac13\mathrm{Tr}\,\varepsilon\right).
\label{split}
\end{equation}
The first term is common to all valleys. The second vanishes for hydrostatic strain, where $\varepsilon_{ii}=e$ and $\mathrm{Tr}\,\varepsilon=3e$. What remains is $\delta E=(3\Xi_d+\Xi_u)e$, with $3\Xi_d+\Xi_u=9.9$ eV, which gives $-99$ meV for the compression above. The full shift of $-101.3$ meV differs from this by terms of higher order in the strain.

The uniaxial case contains both terms. Its trace is $-0.01$, so the common shift is $3.3\times(-0.01)$ eV $=-33$ meV. The second term is $+36$ meV for the $x$ valleys and $-18$ meV for the others. The sums are $+3$ and $-51$ meV, as found before. Applying the traceless part alone gives populations of 0.0291 for each $x$ valley and 0.2355 for each of the others, close to the 0.0277 and 0.2361 of the full uniaxial strain.

\section{Conditions}

The equal sharing rests on cubic symmetry, so it is no longer guaranteed when something else already distinguishes the axes, such as another strain, confinement in a thin layer, or a field. The uniaxial example shows the effect. Start from its traceless part, which has already split the valleys, and add the hydrostatic part. The population of each $x$ valley changes from 0.0291 to 0.0277, about 5\% of its value. At first order the hydrostatic part changes all valley energies equally, and all densities of states by one factor, so this change comes from higher-order terms, in which the two strains act together.

The statement also concerns the six valleys among themselves. Valleys of another kind, elsewhere in the zone, are not related to these by symmetry and may shift by a different amount. Hydrostatic strain can then transfer electrons between the two kinds. The electrons that remain in the six valleys are still shared equally. To see this, replace each $\Omega_i$ in the proof by a neighbourhood of valley $i$ that excludes the other kind, chosen so that the cubic rotations carry these neighbourhoods into one another; the same substitution then gives equal numbers. The computed values are collected in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
Hopping A: -1.8 eV
Hopping B: 0.5 eV
Hopping C: 0.1 eV
Inverse powers for A, B, C: 2 3 3
Temperature: 300 K
Thermal energy kT: 25.85 meV
Cosine of valley phase, unstrained: -0.5000
Valley phase, unstrained: 2.0944 rad
Valley energy, unstrained: -5.1000 eV
Slope, strain along valley axis: -0.30 eV
Slope, strain across valley axis: 5.10 eV
Xi_d: 5.10 eV
Xi_u: -5.40 eV
Hydrostatic slope 3 Xi_d + Xi_u: 9.90 eV
Largest slope error, general strain: 3.3e-07 eV
Strain per strained axis: -1.0 %
HYDROSTATIC
Linear shift of every valley: -99.00 meV
Computed shift of every valley: -101.29 meV
Computed shift in joules: -1.623e-20 J
Spread of six valley energies: 0.0e+00 meV
Valley phase, strained: 2.1472 rad
Curvature determinant ratio: 1.0885
Six fractions, Boltzmann: 0.1667 0.1667 0.1667 0.1667 0.1667 0.1667
Fermi level above edge, degenerate test: 50 meV
Six fractions, Fermi-Dirac: 0.1667 0.1667 0.1667 0.1667 0.1667 0.1667
Chemical potential shift, fixed number: -100.33 meV
Number factor, fixed chemical potential: 48.5
UNIAXIAL ALONG X
Linear shift of x valleys: 3.00 meV
Linear shift of y and z valleys: -51.00 meV
Computed shift of x valleys: 2.89 meV
Computed shift of y and z valleys: -52.43 meV
Linear splitting, x minus y: 54.00 meV
Computed splitting, x minus y: 55.32 meV
Six fractions, zone sum: 0.0277 0.0277 0.2361 0.2361 0.2361 0.2361
Six fractions, valley formula: 0.0280 0.0280 0.2360 0.2360 0.2360 0.2360
Six fractions, linear energies: 0.0292 0.0292 0.2354 0.2354 0.2354 0.2354
TRACELESS PART OF UNIAXIAL STRAIN
Strain xx, yy, zz (%): -0.6667 0.3333 0.3333
Six fractions, zone sum: 0.0291 0.0291 0.2355 0.2355 0.2355 0.2355
\end{verbatim}
